# FFT Electrostatics for Periodic Ferroelectric Domains: Neutral and Charged Walls

## Two walls between the same kind of domains

Take a periodic stack of ferroelectric domains, each about 10 nm wide, in which the polarization reverses from one domain to the next. If the polarization lies parallel to the walls, a relaxed wall costs 0.042 J/m² in the model below. If it points straight at the walls and is held fixed at its full value, the electrostatic energy alone is 5.08 J/m² per wall, about 120 times more. With domains a third as wide, the second figure drops to 1.69 J/m². This second cost is proportional to the distance between the walls, because it is the energy of a field that fills the domains. It assumes a frozen polarization and a perfect insulator. Once the polarization may relax, such stripes collapse even within the model, and in a real crystal walls this strongly charged would attract screening charge; both limits are taken up below.

This note derives that field energy, builds it into a stable time-stepping scheme, and states when it vanishes.

## Model and boundary condition

The polarization $\mathbf P=(P_1,P_2)$ is periodic in a square cell and uniform along the third axis. It describes the ferroelectric order; all other dielectric response is linear, with permittivity $\varepsilon=\varepsilon_0\varepsilon_b$. There is no free charge. Strain coupling is left out. The energy is

$$F=\int\Big[-\tfrac a2|\mathbf P|^2+\tfrac b4(P_1^4+P_2^4)+\tfrac c2P_1^2P_2^2+\tfrac g2|\nabla\mathbf P|^2+\tfrac\varepsilon2|\mathbf E|^2\Big]dV .$$

The field obeys $\mathbf E=-\nabla\phi$ and $\nabla\cdot(\varepsilon\mathbf E+\mathbf P)=0$. These equations do not fix the mean field. I set it to zero, which is the short-circuit condition; $\phi$ is then periodic.

The driving force follows without solving for $\mathbf E$. Write $\mathbf D=\varepsilon\mathbf E+\mathbf P$. A small change of $\mathbf P$ changes $\mathbf D$ by $\varepsilon\,\delta\mathbf E+\delta\mathbf P$, which is again divergence-free. Integration by parts over the periodic cell gives

$$\int\mathbf E\cdot(\varepsilon\,\delta\mathbf E+\delta\mathbf P)\,dV=\int\phi\,\nabla\cdot\delta\mathbf D\,dV=0 .$$

The field energy $W=\frac\varepsilon2\int|\mathbf E|^2dV$ therefore changes by

$$\delta W=\varepsilon\int\mathbf E\cdot\delta\mathbf E\,dV=-\int\mathbf E\cdot\delta\mathbf P\,dV,\qquad \frac{\delta W}{\delta\mathbf P}=-\mathbf E .$$

There is no factor of one half: it cancelled when the quadratic energy was varied.

**Reduced units.** Measure polarization in $P_0=\sqrt{a/b}$, energy density in $aP_0^2$, length in $\ell=\sqrt{g/a}$ and field in $aP_0$. Two numbers remain, $\gamma=c/b$ and

$$\kappa=\frac1{\varepsilon a}.$$

The example uses $\gamma=4$ and the round parameters $a=10^9$ J m/C², $P_0=0.3$ C/m², $g=2.5\times10^{-10}$ J m³/C² and $\varepsilon_b=10$. Then $\kappa=11.29$, $\ell=0.5$ nm and the energy density unit is $9.0\times10^7$ J/m³. All formulas below are in reduced units unless SI is stated. The bulk density, shifted so that the uniform states $(\pm1,0)$ and $(0,\pm1)$ have zero energy, is

$$f=\tfrac14-\tfrac12|\mathbf P|^2+\tfrac14(P_1^4+P_2^4)+\tfrac\gamma2P_1^2P_2^2 .$$

## The field in Fourier space

Expand $\mathbf P(\mathbf r)=\sum_{\mathbf k}\mathbf P_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Because $\mathbf E_{\mathbf k}=-i\mathbf k\phi_{\mathbf k}$, the field is parallel to $\hat{\mathbf k}$. Gauss's law in reduced units is $i\mathbf k\cdot(\mathbf E_{\mathbf k}/\kappa+\mathbf P_{\mathbf k})=0$, so

$$\mathbf E_{\mathbf k}=-\kappa\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P_{\mathbf k})\quad(\mathbf k\ne0),\qquad \mathbf E_0=0 .$$

The reduced field energy density is $|\mathbf E|^2/(2\kappa)$. Parseval's theorem gives its cell average:

$$w=\frac1{2\kappa}\sum_{\mathbf k\ne0}|\mathbf E_{\mathbf k}|^2=\frac\kappa2\sum_{\mathbf k\neq0}|\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}|^2 .$$

No term is negative. Hence $w=0$ if and only if $\mathbf k\cdot\mathbf P_{\mathbf k}=0$ for every $\mathbf k$, which is $\nabla\cdot\mathbf P=0$ in the weak sense: $\int\mathbf P\cdot\nabla\chi\,dV=0$ for every smooth periodic $\chi$. For piecewise constant domains this integral reduces to wall integrals of $\chi(\mathbf P_A-\mathbf P_B)\cdot\mathbf n$. The condition is then that the normal component of $\mathbf P$ be continuous across each wall.

Three tests check the formula and its coding. For a smooth trial field the FFT gives $w=3.24645$, and a finite-difference Poisson solution in real space, extrapolated from two grids, gives 3.24639, a relative difference of $2\times10^{-5}$. The directional derivative of the total energy, taken numerically, agrees with the force containing $-\mathbf E$. A vortex field built as the curl of a smooth stream function has $w$ of order $10^{-30}$, which is rounding error; the gradient of the same function has $w=9.32$.

**The zero mode.** The statement "divergence-free means no depolarization energy" needs the short circuit. A uniform $\mathbf P$ is divergence-free, but if the circuit is open along a unit vector $\mathbf e$, the mean displacement along $\mathbf e$ vanishes. Then $\mathbf E_0=-\kappa\,\mathbf e(\mathbf e\cdot\mathbf P_0)$, where $\mathbf P_0$ is the cell mean, and the energy gains $\frac\kappa2(\mathbf e\cdot\mathbf P_0)^2$. In code, this case follows by storing $\mathbf e$ instead of zero as the value of $\hat{\mathbf k}$ at $\mathbf k=0$.

## Domain walls at any angle

Let parallel walls with unit normal $\mathbf n$ separate states $\mathbf P_A$ and $\mathbf P_B$:

$$\mathbf P=\tfrac12(\mathbf P_A+\mathbf P_B)+\tfrac12s\,(\mathbf P_A-\mathbf P_B),$$

where $s$ varies along $\mathbf n$ alone. Every nonzero Fourier mode then has $\hat{\mathbf k}=\pm\mathbf n$. Since $\sum_{\mathbf k\ne0}|s_{\mathbf k}|^2$ is the variance of $s$,

$$w=\frac\kappa2\,\mathrm{var}(s)\left[\tfrac12(\mathbf P_A-\mathbf P_B)\cdot\mathbf n\right]^2 .$$

For sharp walls $s=\pm1$. If $A$ fills the fraction $\nu$, the mean of $s$ is $2\nu-1$ and its variance is $1-(2\nu-1)^2=4\nu(1-\nu)$. In SI units

$$w=\frac{\nu(1-\nu)\,[(\mathbf P_A-\mathbf P_B)\cdot\mathbf n]^2}{2\varepsilon}.$$

A smooth test profile has $\mathrm{var}(s)=0.5828$. For head-to-head 180° domains the bracket in the reduced formula is 1, so $w=5.647\times0.5828=3.291$, as the FFT finds. Turning the normal to the direction $(1,2)$ multiplies this by $\cos^2\theta=1/5$ and gives 0.658.

The 90° pair $(1,0)$, $(0,1)$ shows that charge belongs to the wall orientation, not to the pair of domains. With $\mathbf n=(1,1)/\sqrt2$ the normal components agree and $w=0$. With $\mathbf n=(1,-1)/\sqrt2$ the squared bracket is $1/2$ and $w=1.646$.

**Dependence on width.** For head-to-head and tail-to-tail walls with equal sharp domains of width $h$, $w=\kappa/2$. One period has length $2h$ and contains two walls, so the energy per wall is $wh$, or $P_0^2h/(2\varepsilon)$ in SI units. This is a capacitor: the sheet charges fix the field, and the energy grows with the volume it fills. In the example $h=20\,\ell$, giving $5.647\times20\times0.045=5.08$ J/m², where $0.045$ J/m² is the energy density unit times $\ell$.

**Thin plate.** Let a plate with $P=1$ along its normal fill the fraction $\nu$ of a cell that is otherwise unpolarized. The jump is 1, so the energy per plate volume is $w/\nu=\frac\kappa2(1-\nu)$. The FFT gives 3.76, 5.02 and 5.58 for fillings of about 0.33, 0.11 and 0.012. The limit $\kappa/2=5.65$ is the open-circuit cost of a uniform state. A short circuit around a large cell therefore does not screen a thin plate inside it.

## The time step

The evolution is gradient flow, $\partial_t\mathbf P=-\delta F/\delta\mathbf P$, with time in units of $1/(La)$ for a kinetic coefficient $L$. The quadratic gradient and electrostatic terms form a linear operator with Fourier matrix

$$A_{\mathbf k}=k^2I+\kappa\,\hat{\mathbf k}\hat{\mathbf k}^{T}.$$

Treat $A$ implicitly and the bulk slope $\mathbf f'=\partial f/\partial\mathbf P$ explicitly, and add a stabilizer $S$ that acts on the change alone:

$$\frac{\mathbf P'-\mathbf P}{\Delta t}=-\mathbf f'(\mathbf P)-S(\mathbf P'-\mathbf P)-A\mathbf P' .$$

Collect the new values on the left, with $\alpha=1+\Delta t(S+k^2)$:

$$(\alpha I+\Delta t\,\kappa\,\hat{\mathbf k}\hat{\mathbf k}^T)\mathbf P'_{\mathbf k}=\mathbf R_{\mathbf k},\qquad \mathbf R_{\mathbf k}=(1+S\Delta t)\mathbf P_{\mathbf k}-\Delta t\,\mathbf f'_{\mathbf k}.$$

Projection on $\hat{\mathbf k}$ gives $\hat{\mathbf k}\cdot\mathbf P'_{\mathbf k}=\hat{\mathbf k}\cdot\mathbf R_{\mathbf k}/(\alpha+\Delta t\,\kappa)$. The part perpendicular to $\hat{\mathbf k}$ is divided by $\alpha$. Adding the two parts,

$$\mathbf P'_{\mathbf k}=\frac{\mathbf R_{\mathbf k}}\alpha+\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf R_{\mathbf k})\left[\frac1{\alpha+\Delta t\,\kappa}-\frac1\alpha\right].$$

```
khat = k/|k|;  khat[k=0] = 0          # short circuit
alpha = 1 + dt*(S + k^2)
corr  = 1/(alpha + dt*kappa) - 1/alpha
Pk = FFT(P)
repeat:
    slope_i = -P_i + P_i^3 + gamma*P_i*P_j^2   # j is the other component
    R  = (1 + S*dt)*Pk - dt*FFT(slope)
    Pk = R/alpha + khat*corr*(khat . R)
    P  = real(inverse FFT(Pk))
    record energy and max|P|
```

**Cost.** A step needs two forward and two inverse scalar transforms, so the work is $O(N^2\log N)$ on an $N\times N$ grid. The electrostatics adds one projection per mode and no transform. The gradient and field energies come from the stored $\mathbf P_{\mathbf k}$ by Parseval's theorem.

**Grid parity.** Use odd $N$; here $N=81$. On an even grid the mode with index $-N/2$ along one axis stands for both signs of that component. The conjugate partner of $(-N/2,q)$ is stored at $(-N/2,-q)$, where the product $\hat k_1\hat k_2$ has the opposite sign although a real field requires the same sign. An odd grid has no such mode.

## Why the energy falls

Let $\mathbf d=\mathbf P'-\mathbf P$, let $\langle\cdot,\cdot\rangle$ be the grid average of the scalar product, and let $F$ now be the energy per volume. If no eigenvalue of the bulk Hessian exceeds $M$ between $\mathbf P$ and $\mathbf P'$, Taylor's theorem gives

$$\langle f(\mathbf P')-f(\mathbf P)\rangle\le\langle\mathbf f'(\mathbf P),\mathbf d\rangle+\tfrac M2\|\mathbf d\|^2 .$$

Insert $\mathbf P=\mathbf P'-\mathbf d$ in the quadratic energy and use the symmetry of $A$:

$$\tfrac12\langle\mathbf P',A\mathbf P'\rangle-\tfrac12\langle\mathbf P,A\mathbf P\rangle=\langle A\mathbf P',\mathbf d\rangle-\tfrac12\langle\mathbf d,A\mathbf d\rangle .$$

The scheme itself says $\mathbf f'(\mathbf P)+A\mathbf P'=-(1/\Delta t+S)\mathbf d$. Adding the two lines,

$$F(\mathbf P')-F(\mathbf P)\le-\Big(\frac1{\Delta t}+S-\frac M2\Big)\|\mathbf d\|^2-\tfrac12\langle\mathbf d,A\mathbf d\rangle .$$

Since $A$ has no negative eigenvalue, $S\ge M/2$ is sufficient for the energy not to rise, whatever $\Delta t$.

The quartic energy has no global $M$, so the bound must refer to the values visited. Write $\mathbf P=r(\cos\theta,\sin\theta)$. The larger Hessian eigenvalue is

$$-1+\frac{r^2}2\left[3+\gamma+\sqrt{(3-\gamma)^2\cos^22\theta+4\gamma^2\sin^22\theta}\right].$$

For $\gamma=4$ the root is largest at $\theta=45^\circ$, where it equals 8, and the eigenvalue is $-1+7.5r^2$. If $|\mathbf P|\le R$ before and after a step, the straight segment between the two values stays in the same disk, so $M=-1+7.5R^2$ serves. The largest value visited in the stabilized runs was $R=1.061$, for which $S\ge3.72$ guarantees the decrease; the runs used $S=5$. The condition is sufficient, not necessary, so a smaller $S$ may also work. Energy decrease was tested at every step of these runs.

With $\Delta t=50$, a uniform state $P_1=0.5$ goes from energy 0.141 to 0.112 in one step. Without the stabilizer the same step gives $3.4\times10^4$. The slope at 0.5 is $-0.375$, so the unstabilized step adds $50\times0.375\approx19$ to the polarization, far up the quartic wall.

**Stability is not accuracy.** For a slowly varying transverse mode, the change per step is $\Delta t/(1+S\Delta t)$ times the force. This factor can never exceed $1/S=0.2$, so steps with $\Delta t=50$ advance such a mode by at most about 0.2 time units each, and modes of finite $k$ by less. Forty such steps cover fewer than 8 time units instead of the nominal 2000; the noisy stripes described below, run with this step, still have energy 0.225 after them. Histories are therefore quoted by step number.

## Which modulations can grow

Near $\mathbf P=0$ the bulk slope is $-\mathbf P$. The growth rates are minus the eigenvalues of $-I+A_{\mathbf k}$:

$$\lambda_\perp=1-k^2,\qquad\lambda_\parallel=1-k^2-\kappa\quad(\mathbf k\neq0).$$

For $\kappa>1$ every longitudinal modulation decays, and the growing modulations are divergence-free. For $\kappa<1$ longitudinal modes with $k^2<1-\kappa$ also grow. At $k^2=0.123$ the formulas give 0.8766 and $-10.42$; rates measured from the scheme are 0.8761 and $-10.41$.

## Relaxed walls and their limits

**Neutral wall.** Let $P_1=0$ and $P_2=p(x)$. There is no field, and equilibrium requires $p''=p^3-p$. Multiplying by $p'$ and integrating from a domain interior, where $p'=0$ and $p^2=1$, gives $\frac12p'^2=\frac14(1-p^2)^2$. Hence $p'=(1-p^2)/\sqrt2$ and $p=\tanh(x/\sqrt2)$. The gradient and bulk parts are equal, so the wall energy is

$$\sigma=\int p'^2dx=\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{2\sqrt2}3=0.9428 .$$

In SI units this is $0.9428\times0.045=0.0424$ J/m². The evolved wall has this energy to the printed digits, and its depolarization energy is zero in the output.

**Charged domains with a fixed axis.** Now let $P_2=0$ and $P_1=p(x)$ with zero mean. The field is $-\kappa p$, and equilibrium becomes $p''=p^3-(1-\kappa)p$. For $\kappa<1$, wide domains have amplitude $\sqrt{1-\kappa}$. For $\kappa\ge1$, multiply by $p$ and integrate over the period:

$$\int\left[p'^2+(\kappa-1)p^2+p^4\right]dx=0 .$$

No term is negative, so $p=0$. Charged stripes then have no equilibrium form in this restricted setting.

At $\kappa=0.5$ the evolved plateau is 0.70698, against $\sqrt{0.5}=0.70711$. The relative shortfall, $1.8\times10^{-4}$, comes from the wall tails. The profile $\tanh(x\sqrt{(1-\kappa)/2})$ misses its plateau by $2e^{-x}$ at this $\kappa$. The middle of the domain is about 10 length units from each wall, and two tails of $0.9\times10^{-4}$ make up the difference. This state solves the restricted problem; its stability against rotation into $P_2$ is not claimed.

## Evolution of charged stripes

The main run starts from head-to-head and tail-to-tail stripes in a 20 nm cell, with random noise of standard deviation 0.01 in both components. It uses $\Delta t=0.5$ and $\kappa=11.29$. Initially the depolarization energy is 4.72 out of a total of 4.77.

After 10 steps the depolarization energy is $2\times10^{-7}$ and the total is 0.250, the energy of $\mathbf P=0$. The charged stripes have not turned into neutral ones: their polarization has collapsed. Inside the flat domains, apart from the small noise, the force on $P_1$ is $-(\kappa-1)P_1-P_1^3$. In the continuous flow this is a decay at a rate above 10, while transverse noise grows at a rate of at most 1. The stabilized step slows both. For small, slowly varying $\mathbf P$, each step multiplies the longitudinal part by $(1+S\Delta t+\Delta t)/(1+S\Delta t+\Delta t\,\kappa)=0.44$ and the transverse part by at most $(1+S\Delta t+\Delta t)/(1+S\Delta t)=1.14$, so the collapse still comes first. Transverse and uniform parts of the noise then grow. At step 100 the mean square polarization is 0.76, while the depolarization energy is $6.0\times10^{-4}$, under 1% of the total of 0.0745.

That remainder is real. From $w=\frac\kappa2\langle P_\parallel^2\rangle$, the mean square longitudinal part is $2\times6.0\times10^{-4}/11.29=1.1\times10^{-4}$. The bulk slope of a divergence-free field need not be divergence-free, so the nonlinear term keeps producing some charge. A large $\kappa$ makes this charge small without forbidding it.

At step 600 the mean square is 1.00000 and the total energy is 0.00000. Every term of the energy is non-negative, so to these digits the cell is one uniform domain. Its zero depolarization energy is the trivial case of the theorem, allowed by the short circuit. This run therefore shows the removal of charged walls; that a neutral wall is an equilibrium is shown by the separate relaxed wall, which was run without noise. It is one noise realization and should not be taken as typical: other seeds often leave a multidomain state at the same step, with a small but nonzero depolarization energy.

A control run with the same start and $\kappa=0$ tests the cause. Its overlap with the initial stripes, normalized to 1 for the initial profile, is 1.013 after 600 steps, whereas with electrostatics it falls to zero. The control value can exceed 1 because the initial profile $\tanh[4\sin(2\pi x/40)]$ is less steep than the equilibrium wall: its slope at the centre is 0.63 instead of 0.71.

## Failure modes

- **Wrong zero mode.** Short-circuit code applied to an isolated film with uniform $P=1$ along its normal, and no surrounding space in the cell, misses the full $\kappa/2$.
- **Sharp inclined walls sampled on the grid.** Sampling folds high wave vectors back by multiples of $2\pi$ divided by the grid spacing, and the folded vectors need not be parallel to $\mathbf n$. A neutral wall can thus acquire spurious charge. Smooth the wall over several grid points, or, for $\mathbf k\ne0$, set $\mathbf P_{\mathbf k}=(ik_2,-ik_1)\psi_{\mathbf k}$ from a stream function $\psi$, for which $\mathbf k\cdot\mathbf P_{\mathbf k}=0$ identically. The stream function does not supply the mean polarization $\mathbf P_0$, which must be set separately; for a 90° pair it is not zero.
- **Missing free charge.** Mobile carriers or charged defects of density $\rho$ change Gauss's law to $\nabla\cdot(\varepsilon\mathbf E+\mathbf P)=\rho$. The field then vanishes when $\nabla\cdot\mathbf P=\rho$, so a compensated charged wall can be free of depolarization energy. The collapse found here applies to unscreened walls. In the example the unscreened field is $P_0/\varepsilon=3.4\times10^9$ V/m, a drop of 34 V across a 10 nm domain. Band gaps of ferroelectric oxides are only a few eV, so the figure of 5.08 J/m² is not the energy of a charged wall observed in a real crystal. Nor is it an equilibrium energy of the model: the field is about 29 times the model's coercive field $\frac{2}{3\sqrt3}aP_0=1.15\times10^8$ V/m, and removing the polarization altogether costs only $0.25\times20\times0.045=0.225$ J/m² per wall. The figure describes a frozen configuration.
- **An unchecked stabilizer.** A strong applied field or large initial noise raises $R$ and with it the $S$ that guarantees a falling energy. Monitor $\max|\mathbf P|$ and recompute $M$.

The numerical output below lists the values used here.

## Numbers as computed

```
depolarization strength kappa = 11.2941 (reduced)
length unit = 0.500 nm
energy density unit = 9.000e+07 J/m^3
grid = 81 x 81 points, side = 40.0 length units
trial field energy, FFT = 3.246451 (reduced)
trial field energy, real-space Poisson = 3.246385 (reduced)
energy derivative, numerical = 2.8908776 (reduced)
energy derivative, from force = 2.8908775 (reduced)
vortex field (curl) depolarization energy = 1.1e-30 (reduced)
gradient field depolarization energy = 9.3238 (reduced)
variance of smooth domain profile = 0.582796
180 deg, neutral: w = 0.000000 (reduced)
180 deg, head-to-head: w = 3.291074 (reduced)
180 deg, normal along (1,2): w = 0.658215 (reduced)
90 deg, normal along (1,1): w = 0.000000 (reduced)
90 deg, normal along (1,-1): w = 1.645537 (reduced)
charged wall, mean domain width 10.000 nm: 5.0816 J/m^2
charged wall, mean domain width 3.333 nm: 1.6918 J/m^2
plate filling 0.3333: energy per plate volume = 3.7647 (reduced)
plate filling 0.1111: energy per plate volume = 5.0196 (reduced)
plate filling 0.0123: energy per plate volume = 5.5773 (reduced)
open-circuit uniform limit kappa/2 = 5.6470 (reduced)
transverse growth rate: measured 0.8761, formula 0.8766 (reduced)
longitudinal growth rate: measured -10.4058, formula -10.4175 (reduced)
neutral wall energy: evolved 0.942809, formula 0.942809 (reduced)
neutral wall energy = 0.04243 J/m^2
neutral wall depolarization energy = 0.0e+00 (reduced)
charged plateau at kappa=0.5: evolved 0.70698, formula 0.70711 P0
noise-free charged stripes after 60 steps: max|P| = 8.3e-14 P0
charged start: step, w_dep, total energy, mean P^2, stripe overlap
     0 4.720e+00 4.77040 0.83594 +0.99999
    10 2.192e-07 0.25000 0.00000 +0.00022
    40 8.342e-10 0.24882 0.00261 +0.00000
   100 6.025e-04 0.07448 0.76272 -0.00072
   600 5.065e-43 0.00000 1.00000 +0.00000
final/initial depolarization energy = 1.07e-43
control (kappa=0) stripe overlap after 600 steps = 1.01332
largest |P| visited = 1.0608 P0
required stabilizer M/2 = 3.7196, used = 5.0
step 50, noisy stripes: energy 4.7704 -> 0.2250 in 40 steps
step 50, uniform P=0.5: energy 0.14062 -> 0.11213 with stabilizer
same step without stabilizer: energy -> 3.414e+04 (reduced)
```
